# Apex velocity and geometric levelling of a V-groove under uniform growth, part 2

A metal surface with a V-shaped groove grows along its own normal at uniform speed $v$. How fast does the apex rise, and how does the groove depth $d$ change?

In cross-section, the original apex is the origin, $x$ is horizontal and $y$ points up into the electrolyte. Each wall makes the half-angle $\alpha$ with the vertical axis. The groove has depth $h$, and its mouth corners are at $x=\pm a$, $y=h$. The flat surface outside is called the field. The half-mouth and wall length are

$$a=h\tan\alpha,\qquad L=\frac{h}{\cos\alpha}.$$

The deposit has normal thickness $r=vt$ after time $t$.

A first derivation intersected the two displaced planar walls. It gave

$$y_{\rm apex}=\frac{r}{\sin\alpha}=\frac{vt}{\sin\alpha},$$

with the metal at the apex coming from a wall point originally $r\cot\alpha$ away along the wall. Assuming that no new planar wall forms at the mouth, this fast stage obeys

$$d=h+r-\frac{r}{\sin\alpha}
=h-r\left(\frac{1}{\sin\alpha}-1\right),\qquad r\le r_*,$$

and ends at $r_*=h\sin\alpha/\cos^2\alpha$, with depth $d_*=h\sin\alpha/(1+\sin\alpha)$ left.

For right and left wall speeds $v_R$ and $v_L$, the apex is at

$$y=\frac{(v_R+v_L)t}{2\sin\alpha},\qquad
x=\frac{(v_L-v_R)t}{2\cos\alpha}.$$

Speeds of 2.10 and 1.90 nm/s give a sideways drift of 0.11 nm/s.

The second derivation uses a disc rule: after growth by $r$, the metal occupies all points within a distance $r$ of the original metal. With original surface height $y_0(x)$ and horizontal offset $s$ of a disc's centre, the new surface is

$$Y(x,r)=\max_{|s|\le r}\left[y_0(x+s)+\sqrt{r^2-s^2}\right].$$

The example has $\alpha=25^\circ$, $h=500$ nm, $a=233$ nm (more precisely 233.15 nm) and $v=2$ nm/s. Its fast stage ends at $r_*=257$ nm, after 129 s, with 149 nm of depth left.

### The apex as a maximum

On the axis, $x=0$. The groove is symmetric, so it is enough to consider $s\ge0$. Over the wall, where $0\le s\le a$, the original height is $y_0=s\cot\alpha$, and the function to be maximised is

$$f(s)=s\cot\alpha+\sqrt{r^2-s^2}.$$

Its first two derivatives are

$$f'(s)=\cot\alpha-\frac{s}{\sqrt{r^2-s^2}},\qquad
f''(s)=-\frac{r^2}{(r^2-s^2)^{3/2}}.$$

The second derivative is negative, so a stationary point is a maximum. Setting $f'=0$ gives $s\sin\alpha=\cos\alpha\sqrt{r^2-s^2}$. Squaring and collecting the terms in $s^2$ gives $s^2(\sin^2\alpha+\cos^2\alpha)=r^2\cos^2\alpha$, so $s=r\cos\alpha$. At this point $\sqrt{r^2-s^2}=r\sin\alpha$, and

$$Y(0,r)=r\frac{\cos^2\alpha}{\sin\alpha}+r\sin\alpha=\frac{r}{\sin\alpha}.$$

This is the apex height found from the moving walls. The disc that determines it is centred at horizontal distance $r\cos\alpha$ from the axis. Along the wall this is a distance $r\cos\alpha/\sin\alpha=r\cot\alpha$, the same source point as before.

The source point must lie on the wall, so $r\cos\alpha\le a$. This gives

$$r\le\frac{a}{\cos\alpha}=\frac{h\sin\alpha}{\cos^2\alpha}=r_*.$$

Discs centred on the field, with $s>a$, reach $h+\sqrt{r^2-s^2}$. This decreases with $s$, so they cannot exceed the value at the mouth corner, which is already included in the maximum over the wall. The duration of the fast stage now follows from the growth rule, without a separate assumption about the mouth.

### What happens after the fast stage

For $r>r_*$ the stationary point would lie beyond the end of the wall. The function $f$ then increases all the way to $s=a$, and the mouth corner determines the apex:

$$Y(0,r)=h+\sqrt{r^2-a^2}.$$

The corner has grown into a circular arc of radius $r$, and the arcs from the two corners meet on the axis. Subtracting this height from the field height $h+r$ gives the depth

$$d=r-\sqrt{r^2-a^2}=\frac{a^2}{r+\sqrt{r^2-a^2}},\qquad r\ge r_*.$$

The second form follows on multiplying and dividing by $r+\sqrt{r^2-a^2}$. It shows that the depth is positive at every finite thickness and approaches $a^2/(2r)$ when $r\gg a$. Levelling goes on but is never complete in a finite time.

The two depth laws join at $r_*=a/\cos\alpha$. There $\sqrt{r_*^2-a^2}=a\tan\alpha$, and the late law gives

$$d=\frac{a(1-\sin\alpha)}{\cos\alpha}
=\frac{h\sin\alpha(1-\sin\alpha)}{\cos^2\alpha}
=\frac{h\sin\alpha}{1+\sin\alpha}=d_*.$$

In the example the deposit is 600 nm thick after 300 s, and the depth is $600-\sqrt{600^2-233.15^2}=47$ nm. After 600 s it is 23 nm. Doubling the thickness has roughly halved the depth, as the law $a^2/(2r)$ requires.

The thickness needed to reach a chosen depth $d<d_*$ follows from $r-d=\sqrt{r^2-a^2}$. Squaring both sides and cancelling $r^2$ leaves $-2rd+d^2=-a^2$, so

$$r=\frac{a^2+d^2}{2d}.$$

For a depth of 10 nm this is $(233.15^2+10^2)/20=2723$ nm, which takes about 1360 s. The first 351 nm of depth disappear in 129 s, while the next 139 nm take more than twenty minutes.

### The velocity law with a changing angle

The late stage obeys the same velocity law if the current angle at the apex is used. Just to the right of the axis, the surface is the arc around the right mouth corner:

$$Y(x,r)=h+\sqrt{r^2-(a-x)^2}.$$

Its slope at $x=0$ is $a/\sqrt{r^2-a^2}$. If $\psi$ is the angle between this surface and the vertical axis, the slope equals $\cot\psi$, and

$$\sin\psi=\frac{1}{\sqrt{1+\cot^2\psi}}=\frac{\sqrt{r^2-a^2}}{r}.$$

Differentiating the apex height with respect to time, with $dr/dt=v$, gives

$$\frac{dY(0,r)}{dt}=\frac{vr}{\sqrt{r^2-a^2}}=\frac{v}{\sin\psi}.$$

At $r_*$ one has $\sin\psi=\sin\alpha$, so the apex velocity is continuous. It then falls towards $v$ as the groove opens. In the example, $\psi=67.1^\circ$ after 300 s and the apex moves at 2.17 nm/s, only 9% faster than the field.

### The metal balance

The fast apex does not require any part of the surface to grow faster than $v$. The groove does take more metal per unit of width than the field, because its two walls together are longer than the mouth is wide. Consider the groove with a flat strip of width $f$ on each side, during the fast stage. The surface then consists of three kinds of pieces:

- The flats have total length $2f$.
- The walls have total length $2(L-r\cot\alpha)$, because the apex has consumed $r\cot\alpha$ of each.
- The two mouth arcs have total length $2r(\pi/2-\alpha)$, because the normal turns by $\pi/2-\alpha$ between field and wall.

The apex is a point and adds no length. In a thickness increment $dr$, the deposited cross-sectional area is the surface length times $dr$. Integrating from zero gives

$$A=2r(f+L)+r^2\left(\frac{\pi}{2}-\alpha-\cot\alpha\right).$$

For $r=150$ nm and $f=100$ nm this is $1.728\times10^5$ nm². Numerical integration of the height gained under the disc construction gives the same area to the printed digits. The metal deposited at uniform speed on the existing surface accounts for the whole rise of the apex.

### If the mouth stayed sharp

Suppose instead that the planar field and the planar walls continued until they met, so that the mouth corners stayed sharp. The linear depth law would then hold down to $d=0$, which would be reached at

$$r=\frac{h\sin\alpha}{1-\sin\alpha}=366\ \text{nm}.$$

Under the disc rule, 84 nm of depth remain at this thickness. The apex velocity during the fast stage does not depend on the choice, but the completion of the levelling does.

### A tip rounded by surface energy

A perfectly sharp apex has infinite curvature, and surface energy then matters. Let $\kappa$ be the curvature, positive for a surface that is concave towards the electrolyte. Growth on such a surface reduces its area, and each added atom lowers the surface energy by $\gamma\kappa/n$, where $\gamma$ is the surface energy per area and $n$ the number of atoms per volume. A simple model lets the growth speed respond in proportion to this energy divided by $kT$:

$$V=v(1+\ell\kappa),\qquad \ell=\frac{\gamma}{nkT}.$$

Look for a profile that rises without changing shape at speed $c$, with local slope $p$. A surface of slope $p$ that moves at normal speed $V$ rises vertically at $V\sqrt{1+p^2}$. Far up the wall the curvature vanishes and $p=\cot\alpha$, so

$$c=v\sqrt{1+\cot^2\alpha}=\frac{v}{\sin\alpha}.$$

The walls fix the speed of the tip, provided that their straight parts are much longer than $\ell\tan\alpha$. This is the length over which the extra speed dies out along the wall, and it becomes large in a very open groove. At the bottom $p=0$, and $c=v(1+\ell\kappa)$ gives the tip radius

$$\frac1\kappa=\frac{\ell}{1/\sin\alpha-1}.$$

For copper, a rough $\gamma=1.8$ J/m² gives $\ell=5.1$ nm and a tip radius of 3.7 nm. A numerical solution of this growth law, started from a sharp V, settles to a tip speed of 4.73 nm/s. The rounded tip stays 7.5 nm above the position of the sharp apex, and halving the mesh spacing from 0.2 to 0.1 nm changes this lead by 0.0015 nm.

Here the metal at the lowest point of the tip really does grow at $v/\sin\alpha$. In the example, the excess over $v$ falls to half within about 4 nm along the surface. The product $\ell\kappa$ at the tip is 1.37, which is too large for a linear response to be accurate. An exponential response, $V=v\,e^{\ell\kappa}$, would give a tip radius of 5.9 nm and a lead of 10.6 nm. The surface energy used is also typical of bare copper, and it can be lower in an electrolyte. The unit coefficient in $\ell$ is itself a choice of the model. If curvature shifts the equilibrium potential in Butler–Volmer kinetics with transfer coefficients 0.5 and 1.5, the effective $\ell$ at this plating rate is about a quarter of $\gamma/(nkT)$ for an exchange current of 1 mA/cm² and about 1.4 times it for 10 mA/cm², and the radius and the lead scale with $\ell$. The radius and the lead are therefore only estimates of size. The tip speed is safer, because it comes from the straight walls.

### The example beside real copper plating

The wall speed of 2 nm/s corresponds to 5.5 mA/cm², taking two electrons per copper atom and a cubic cell edge of about 0.36 nm. With the more precise edge of 0.3615 nm the current becomes 5.4 mA/cm², and $\ell$, the tip radius and the lead each grow by about 1%, to 5.2, 3.8 and 7.6 nm. This is a plausible rate for copper plating. The half-angle of $25^\circ$ is far more open than the nearly vertical trenches of chip wiring, so the example does not represent those.

Real deposits break the assumption of a single growth speed, because grains and surface roughness make it vary from place to place. A difference of 5% either way between the walls, chosen for illustration, leaves the rise unchanged and adds the sideways drift of 0.11 nm/s found above. If both walls were 5% slower than the field, the apex would also be 5% slower during the fast stage, at 4.50 nm/s. The thickness at which that stage ends would also change, by an amount and in a direction that depend on how the metal grows at the mouth corners. Depletion across an outer diffusion layer 50 µm thick is about 5.7% of the supplied concentration. It is shared by groove and field, so to a first approximation it changes the common speed $v$ and not the velocity ratio.

### What each derivation assumes

The moving-wall derivation needs two planar walls, each with a known normal speed, that meet at the apex. It does not need the rest of the surface to grow at the same speed, and it extends to unequal walls as long as their planar parts still meet. In a very open groove, even a small difference in speed can prevent this. It says nothing about the mouth, so the duration of the fast stage required an added assumption.

The disc derivation needs one speed for every position and orientation, together with a rule for corners. In return it gives the whole profile, the end of the fast stage and the late depth law. In the form used here it cannot treat walls of unequal speed.

A ridge shows where the two part. Let the metal form an upward-pointing wedge, $y_0=-|x|\cot\alpha$. The intersection of its two displaced walls again rises at $v/\sin\alpha$. In the disc construction the height above the ridge is the maximum of $-|s|\cot\alpha+\sqrt{r^2-s^2}$. Both terms are largest at $s=0$, so the top rises by $r$, at speed $v$, and becomes round.

Under the disc rule, then, a groove apex outruns the flat surface while a ridge top merely keeps pace with it. For a groove the two derivations agree because the displaced walls do meet there. The intersection is part of the real surface, and its velocity is $v/\sin\alpha$. The numerical output lists the values for the other angles and times.

## Numbers as computed

```
Half-angle: 25.0 deg; depth: 500.0 nm
Half-mouth: 233.15 nm; wall length: 551.69 nm
Wall speed: 2.000 nm/s
Angle (deg) | apex/wall speed | r*/h | depth left at r*/h
  10 | 5.7588 | 0.1790 | 0.1480
  25 | 2.3662 | 0.5145 | 0.2971
  45 | 1.4142 | 1.4142 | 0.4142
  60 | 1.1547 | 3.4641 | 0.4641
  80 | 1.0154 | 32.6596 | 0.4962
Apex speed: 4.7324 nm/s = 47.324 angstrom/s
Depth loss rate: 2.7324 nm/s
End of linear stage: 257.26 nm grown, 128.63 s
  t = 0.00 s: apex 0.00 nm, depth 500.00 nm
  t = 60.00 s: apex 283.94 nm, depth 336.06 nm
  t = 128.63 s: apex 608.72 nm, depth 148.54 nm
  t = 300.00 s: apex 1052.85 nm, depth 47.15 nm
  t = 600.00 s: apex 1677.13 nm, depth 22.87 nm
Sharp-corner closing thickness: 365.98 nm
Depth really left at that thickness: 83.88 nm
Thickness for 10.0 nm depth: 2723.0 nm
Time for that depth: 1361.5 s
At 300 s: local half-angle 67.13 deg
At 300 s: apex speed 2.1706 nm/s
Area at r=150 nm, flats 100 nm each: 172781 nm2
Area from length balance: 172781 nm2
Rounded bottom R=50 nm: joins sharp law at 25.0 s
Vertical trench 200 nm wide, 500 nm deep:
  floor at 99.0 nm just before walls meet (r=99 nm)
Walls at 2.10 and 1.90 nm/s: sideways drift 0.1103 nm/s
Rough inputs: Cu cell 0.36 nm, 298 K, surface energy 1.8 J/m2
  Cu ions 0.5 mol/L, D 5e-06 cm2/s, conductivity 0.1 S/cm
Current density: 5.49 mA/cm2
Ion depletion mouth to apex: 0.135 %
Depletion over a 50 um outer layer: 5.69 %
Ohmic drop mouth to apex: 6.50 uV; kT/e: 25.68 mV
Capillary length: 5.10 nm; tip radius: 3.74 nm
Capillary tip speed: 4.7324 nm/s
Lead of rounded tip over sharp apex: 7.501 nm
Mesh shift of the lead (0.2 to 0.1 nm): 0.0015 nm
```
